# Wilsonian flow of the electric charge and one-loop triviality of QED: a program that tests the result

```python
"""
Wilsonian flow of the QED charge (one Dirac field, one loop) and triviality.
Result under test:
    d(1/alpha_k)/d ln k = -b k^6/(k^2+kappa^2)^3,   b = 2/(3 pi)
    1/alpha = 1/alpha_cut + b I(cut/kappa),  I -> ln(cut/kappa) - 3/4
so at fixed bare alpha_cut:  alpha * b * ln(cut/kappa) -> 1.
Symbols: k = kinetic wavenumber, kappa = inverse reduced Compton length,
cut = wavenumber cutoff, alpha = measured coupling, alpha_cut = bare one,
B = constant background field (charge absorbed, inverse length squared),
s = proper time. The field action density is B^2/(8 pi alpha).
In the tests wavenumbers are in units of kappa unless stated.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

b = 2 / (3 * np.pi)


def shell_weight(k):
    """Strength of the flow at wavenumber k, relative to massless."""
    return k**6 / (k**2 + 1)**3


def screening(log_ratio):
    """Closed form of I as a function of ln(cut/kappa)."""
    log_v = np.logaddexp(0.0, 2 * log_ratio)
    inv_v = np.exp(-log_v)
    return 0.5 * (log_v + 2 * inv_v - inv_v**2 / 2 - 1.5)


# Test: phase-space symbol of exp(-s(Pi1^2+Pi2^2)), [Pi1,Pi2] = iB,
# from diagonalization on a grid and the Wigner transform.
def symbol_from_grid(B, s, x_index, p, h=0.15, half=60):
    n = np.arange(-half, half + 1)
    d = n[:, None] - n[None, :]
    safe = np.where(d == 0, 1, d)
    sign = np.where(d % 2 == 0, 1.0, -1.0)
    kinetic = np.where(d == 0, np.pi**2 / 3, 2 * sign / safe**2) / h**2
    energy, vec = np.linalg.eigh(B * (kinetic + np.diag((n * h)**2)))
    rho = (vec * np.exp(-s * energy)) @ vec.T
    reach = half - abs(x_index)
    j = np.arange(-reach, reach + 1)
    i = half + x_index
    return 2 * np.sum(np.cos(2 * p * j * h) * rho[i + j, i - j])


symbol_error = 0.0
B_test, s_test = 0.7, 0.5
for x_index, p in [(0, 0.4), (6, 1.3), (10, 0.0)]:
    k_perp2 = B_test * ((0.15 * x_index)**2 + p**2)
    formula = np.exp(-np.tanh(B_test * s_test) * k_perp2 / B_test)
    formula /= np.cosh(B_test * s_test)
    numeric = symbol_from_grid(B_test, s_test, x_index, p)
    symbol_error = max(symbol_error, abs(numeric / formula - 1))
assert symbol_error < 1e-7


# Test: shift of 1/alpha from one finite shell, with the full finite-B
# integrand integrated over proper time, wavenumber and angle.
def gauss(lo, hi, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return lo + (hi - lo) * (x + 1) / 2, w * (hi - lo) / 2


def shell_shift(B, k_low, k_high):
    log_s, w_s = gauss(-8.0, 4.5, 100)
    k, w_k = gauss(k_low, k_high, 24)
    t, w_t = gauss(0.0, 1.0, 12)          # t = k_perp^2 / k^2
    s = np.exp(log_s)[:, None, None]
    k2 = (k**2)[None, :, None]
    grow = (s - np.tanh(B * s) / B) * k2 * t[None, None, :]
    integrand = 4 * np.exp(-s * (k2 + 1)) * np.expm1(grow)
    measure = w_k * k**3 / (8 * np.pi**2)
    action = 0.5 * np.einsum('i,j,l,ijl->', w_s, measure, w_t, integrand)
    return action * 8 * np.pi / B**2


k_low, k_high = 1.0, 3.0
shift_numeric = (4 * shell_shift(0.02, k_low, k_high)
                 - shell_shift(0.04, k_low, k_high)) / 3
shift_formula = b * (screening(np.log(k_high)) - screening(np.log(k_low)))
assert abs(shift_numeric / shift_formula - 1) < 1e-4

# Test: Dirac-sea energy summed over Landau levels. Four squared masses
# with alternating weights make the sum converge.
mass2 = np.array([1.0, 2.0, 3.0, 4.0])
weight = np.array([1.0, -3.0, 3.0, -1.0])


def sea_line(u):
    """Sea energy after the integral over wavenumber along the field."""
    v = np.asarray(u)[..., None] + mass2
    return np.sum(weight * v * np.log(v), axis=-1) / (4 * np.pi)


direct = quad(lambda q: -np.sum(weight * np.sqrt(q*q + 0.7 + mass2))
              / np.pi, 0, 60, epsabs=1e-11, limit=200)[0]
# the omitted tail beyond 60 is of order 60^-4
assert abs(direct - float(sea_line(0.7))) < 1e-6


def sea_shift(B, top=200.0):
    count = int(round(top / (2 * B)))
    levels = sea_line(2 * B * np.arange(count + 1))
    level_sum = 2 * B * (np.sum(levels) - (levels[0] + levels[-1]) / 2)

    def antiderivative(u):
        v = u + mass2
        return np.sum(weight * v**2 * (2*np.log(v) - 1)) / (16 * np.pi)

    zero_field = antiderivative(top) - antiderivative(0.0)
    return (level_sum - zero_field) / (2 * np.pi) * 8 * np.pi / B**2


sea_numeric = (4 * sea_shift(0.05) - sea_shift(0.1)) / 3
sea_formula = b * np.sum(weight * screening(30 - 0.5 * np.log(mass2)))
assert abs(sea_numeric / sea_formula - 1) < 1e-3

# Test: integrate the flow downward from a fixed bare coupling.
flow_error = 0.0
for log_cut in (1.0, 5.0, 20.0):
    run = solve_ivp(lambda x, a: b * a**2 * shell_weight(np.exp(x)),
                    (log_cut, -7.0), [1.0], rtol=1e-10, atol=1e-12)
    closed = 1 / (1 + b * screening(log_cut))
    flow_error = max(flow_error, abs(run.y[0, -1] / closed - 1))
assert flow_error < 1e-7
assert abs(screening(12.0) - (12.0 - 0.75)) < 1e-8

# Test: a corrected flow b(1+alpha) keeps the leading law.
log_points = np.array([1e2, 1e4, 1e6])
corrected = solve_ivp(lambda x, y: b * (1 + 1 / y), (0, 1e6), [1.0],
                      t_eval=log_points, method='LSODA',
                      rtol=1e-10, atol=1e-10)
corrected_product = b * log_points / corrected.y[0]
deviation = np.abs(corrected_product - 1)
assert deviation[0] > deviation[1] > deviation[2]
assert deviation[2] < 1e-4

# Worked example: measured inputs.
alpha = const.fine_structure
rest_ev = const.m_e * const.c**2 / const.e
compton_ang = const.hbar / (const.m_e * const.c) * 1e10


def atom(coupling):
    """Leading-order radius (angstrom) and binding energy (eV)."""
    return compton_ang / coupling, 0.5 * coupling**2 * rest_ev


radius, binding = atom(alpha)
rydberg_ev = const.Rydberg * const.h * const.c / const.e
assert abs(binding / rydberg_ev - 1) < 1e-7

pole_log = brentq(lambda x: 1 / alpha - b * screening(x), 1, 2000)
assert abs(pole_log - (1 / (b * alpha) + 0.75)) < 1e-8
pole_log10_ev = pole_log / np.log(10) + np.log10(rest_ev)

print(f"flow coefficient b = 2/(3 pi): {b:.6f}")
print(f"limit of alpha*ln(cut/kappa), 1/b: {1/b:.5f}")
print(f"symbol test, largest relative error: {symbol_error:.1e}")
print(f"shell k/kappa 1 to 3, shift of 1/alpha, integral: "
      f"{shift_numeric:.6f}")
print(f"same shell, formula: {shift_formula:.6f}")
print(f"Landau-level sea, shift of 1/alpha, sum: {sea_numeric:.6f}")
print(f"same sea, formula: {sea_formula:.6f}")
print(f"flow equation test, largest relative error: {flow_error:.1e}")
for k in (0.1, 1.0, 10.0):
    print(f"flow weight at k/kappa = {k:g}: {shell_weight(k):.3e}")
print(f"electron rest energy: {rest_ev:.1f} eV")
print(f"reduced Compton length: {compton_ang:.7f} angstrom")
print(f"measured 1/alpha: {1/alpha:.4f}")
print("Bare coupling needed for the measured alpha (electron only):")
for energy in (1e4, 1e6, 1e9, 1e12):
    inverse = 1 / alpha - b * screening(np.log(energy / rest_ev))
    print(f"  cutoff {energy:.0e} eV: 1/alpha_cut = {inverse:.4f}")
print(f"Landau pole, ln(cut/kappa): {pole_log:.2f}")
print(f"Landau pole, log10(energy/eV): {pole_log10_ev:.2f}")
print(f"hydrogen at measured alpha: radius {radius:.5f} angstrom, "
      f"binding {binding:.4f} eV")
print("Fixed bare coupling, rising cutoff (fixed electron mass):")
for decades in (10, 100, 1000, 10000):
    log_cut = decades * np.log(10)
    a_one = 1 / (1 + b * screening(log_cut))
    a_tenth = 1 / (10 + b * screening(log_cut))
    r_one, e_one = atom(a_one)
    print(f"  log10(cut/kappa) = {decades}, ln = {log_cut:.3f}")
    print(f"    alpha: bare 1 -> {a_one:.4e}, bare 0.1 -> {a_tenth:.4e}")
    print(f"    alpha*b*ln: bare 1 -> {a_one*b*log_cut:.5f}, "
          f"bare 0.1 -> {a_tenth*b*log_cut:.5f}")
    print(f"    atom, bare 1: radius {r_one:.4e} angstrom, "
          f"binding {e_one:.4e} eV")
print("Model corrected flow b(1+alpha), bare coupling 1:")
for x, product in zip(log_points, corrected_product):
    print(f"  ln(cut/kappa) = {x:.0e}: alpha*b*ln = {product:.6f}")
print("no test failed")
```

Output:

```
flow coefficient b = 2/(3 pi): 0.212207
limit of alpha*ln(cut/kappa), 1/b: 4.71239
symbol test, largest relative error: 3.6e-14
shell k/kappa 1 to 3, shift of 1/alpha, integral: 0.098616
same shell, formula: 0.098616
Landau-level sea, shift of 1/alpha, sum: 0.018027
same sea, formula: 0.018027
flow equation test, largest relative error: 4.6e-11
flow weight at k/kappa = 0.1: 9.706e-07
flow weight at k/kappa = 1: 1.250e-01
flow weight at k/kappa = 10: 9.706e-01
electron rest energy: 510999.0 eV
reduced Compton length: 0.0038616 angstrom
measured 1/alpha: 137.0360
Bare coupling needed for the measured alpha (electron only):
  cutoff 1e+04 eV: 1/alpha_cut = 137.0360
  cutoff 1e+06 eV: 1/alpha_cut = 136.9864
  cutoff 1e+09 eV: 1/alpha_cut = 135.5868
  cutoff 1e+12 eV: 1/alpha_cut = 134.1209
Landau pole, ln(cut/kappa): 646.52
Landau pole, log10(energy/eV): 286.49
hydrogen at measured alpha: radius 0.52918 angstrom, binding 13.6057 eV
Fixed bare coupling, rising cutoff (fixed electron mass):
  log10(cut/kappa) = 10, ln = 23.026
    alpha: bare 1 -> 1.7461e-01, bare 0.1 -> 6.7902e-02
    alpha*b*ln: bare 1 -> 0.85318, bare 0.1 -> 0.33179
    atom, bare 1: radius 2.2116e-02 angstrom, binding 7.7897e+03 eV
  log10(cut/kappa) = 100, ln = 230.259
    alpha: bare 1 -> 2.0119e-02, bare 0.1 -> 1.7035e-02
    alpha*b*ln: bare 1 -> 0.98308, bare 0.1 -> 0.83236
    atom, bare 1: radius 1.9193e-01 angstrom, binding 1.0342e+02 eV
  log10(cut/kappa) = 1000, ln = 2302.585
    alpha: bare 1 -> 2.0430e-03, bare 0.1 -> 2.0062e-03
    alpha*b*ln: bare 1 -> 0.99828, bare 0.1 -> 0.98026
    atom, bare 1: radius 1.8901e+00 angstrom, binding 1.0665e+00 eV
  log10(cut/kappa) = 10000, ln = 23025.851
    alpha: bare 1 -> 2.0462e-04, bare 0.1 -> 2.0425e-04
    alpha*b*ln: bare 1 -> 0.99983, bare 0.1 -> 0.99799
    atom, bare 1: radius 1.8872e+01 angstrom, binding 1.0698e-02 eV
Model corrected flow b(1+alpha), bare coupling 1:
  ln(cut/kappa) = 1e+02: alpha*b*ln = 0.856466
  ln(cut/kappa) = 1e+04: alpha*b*ln = 0.996258
  ln(cut/kappa) = 1e+06: alpha*b*ln = 0.999941
no test failed
```
